\section*{When a local exchange potential reproduces the Hartree–Fock energy, part 1}

(Sections cited here and not found follow in the later parts.)

\section{First half: the collapse condition in a finite orbital basis}

\subsection{A calculation that seems to prove too much}

Take acetylene in the STO-3G basis and ask for the local exchange potential whose ground-state determinant has the lowest Hartree--Fock energy expression. This is the exchange-only optimized effective potential (xOEP). A local potential is a restriction, so one expects an energy above the Hartree--Fock (HF) energy. The calculation reported in the second half returns $-75.85338949\,E_h$, the spin-restricted HF energy, with a difference of $-4.3\times10^{-14}\,E_h$ that is rounding noise. One potential that does this swings between $-12.76$ and $+23.02\,E_h$ on the integration grid, and both its shape and its orbital gap depend on choices that leave the energy untouched. In a ten-site model the lowest xOEP energy found rises from $-3.0969\,t$ to $-3.0904\,t$ when the orbital basis grows from six functions to the complete set of ten, although the HF energy falls. Without a criterion one cannot tell whether such output means that local exchange is exact, that the program is faulty, or that the basis has emptied the word ``local'' of content. The criterion concerns linear relations among the products $\phi_i\phi_a$ of occupied and virtual orbitals. The short form, ``collapse to HF exactly when the products are independent, and a complete basis makes them dependent'', needs three corrections: independence is sufficient but not necessary, the occupation of the lowest levels is a separate condition, and completeness forces dependence only for two or more orbitals of one spin.

\subsection{Two sites and one particle}

The smallest case has two sites, a hopping matrix $T_{12}=T_{21}=-t$ with $t>0$, and one particle. A local potential is a diagonal matrix; its mean value shifts both levels equally, so we take $v=(-u,+u)$. We pick a target orbital and its orthogonal partner,
\begin{equation}
\phi_1=(\cos\theta,\ \sin\theta),\qquad \phi_2=(-\sin\theta,\ \cos\theta),
\end{equation}
and ask whether $\phi_1$ is the ground state of $H=T+v$ for some $u$. Writing $\langle 1|T|2\rangle=-t[\phi_1(1)\phi_2(2)+\phi_1(2)\phi_2(1)]$ and $\langle1|v|2\rangle=\sum_\mu v_\mu\phi_1(\mu)\phi_2(\mu)$, the off-diagonal element is
\begin{equation}
\langle1|H|2\rangle=-t(\cos^2\theta-\sin^2\theta)+2u\sin\theta\cos\theta=-t\cos2\theta+u\sin2\theta .
\end{equation}
The potential enters only through the product $\phi_1\phi_2=\tfrac12\sin2\theta\,(-1,+1)$. If that product is not zero, $u=t\cot2\theta$ makes $\phi_1$ an eigenvector. The diagonal elements are $\langle1|H|1\rangle=-t\sin2\theta-u\cos2\theta$ and $\langle2|H|2\rangle=+t\sin2\theta+u\cos2\theta$, so at this $u$
\begin{equation}
\varepsilon_2-\varepsilon_1=2t\sin2\theta+2t\,\frac{\cos^22\theta}{\sin2\theta}=\frac{2t}{\sin2\theta}.
\label{eq:twosite}
\end{equation}
The limit $\theta=\pi/4$ gives $u=0$ and the bonding-antibonding splitting $2t$, as it must. Three facts appear already. A nonzero product, which is a linearly independent set of one member, lets a local potential make the target an eigenvector. For $\sin2\theta<0$ the target is the upper level, so being an eigenvector does not imply being the ground state. For $\theta\to0^+$ the product vanishes, the element $-t$ cannot be cancelled by any finite $u$, and yet the target is approached as $u\to\infty$. Each fact has a general form.

\subsection{Definitions}

Orbitals are real. We treat $N$ fermions of one spin in an orthonormal basis of $M$ functions, $M$ finite in this half. Indices $i,j,k$ label occupied orbitals, $a,b$ virtual ones and $p,q,r,s$ either. A determinant is represented by its projector $P=\sum_i\phi_i\phi_i^{\mathsf T}$, with $P^2=P=P^{\mathsf T}$ and $\operatorname{tr}P=N$. With $h=T+v_{\rm ext}$ and $(pq|rs)=\iint\phi_p\phi_q(\mathbf r)\,|\mathbf r-\mathbf r'|^{-1}\phi_r\phi_s(\mathbf r')$, the energy expression is
\begin{equation}
E[P]=\sum_{pq}h_{pq}P_{pq}+\tfrac12\sum_{pqrs}P_{pq}P_{rs}\,\mathcal G_{pq,rs},\qquad
\mathcal G_{pq,rs}=(pq|rs)-(ps|rq).
\end{equation}
The kernel is unchanged under $pq\leftrightarrow rs$, because $(rs|pq)=(pq|rs)$ and $(rq|ps)=(ps|rq)$. Substituting $P+\delta$ with symmetric $\delta$, the two cross terms are therefore equal and cancel the factor $\tfrac12$, and since $E$ is quadratic the expansion ends:
\begin{equation}
E[P+\delta]=E[P]+\operatorname{tr}(F\delta)+\tfrac12\,\delta\cdot\mathcal G\cdot\delta,\qquad
F=h+J+K_x .
\label{eq:exact}
\end{equation}
Here $J_{pq}=\sum_{rs}(pq|rs)P_{rs}$ is the matrix of the local Hartree potential $v_H$, and $(K_x)_{pq}=-\sum_{rs}(ps|rq)P_{rs}$ is the nonlocal exchange operator, with its minus sign included. For a closed shell with $N$ doubly occupied orbitals, $J$ is built from $2P$, $K_x$ from $P$, and the linear term is $2\operatorname{tr}(F\delta)$. The factor 2 multiplies every gradient below and changes no condition.

HF minimizes $E$ over all projectors of rank $N$. We assume that the minimizer $P_{\rm HF}$ is unique; where degeneracy or broken symmetry gives several, the conditions below must be examined for each. The xOEP problem minimizes $E[P_v]$, where $P_v$ projects on the $N$ lowest eigenvectors of the $M\times M$ matrix $H=T+V$, $V_{pq}=\int v\,\phi_p\phi_q$, and a nonzero gap separates level $N$ from level $N+1$. This is the Aufbau condition. Since every $P_v$ is an allowed HF trial projector, $E_{\rm OEP}=\inf_vE[P_v]\ge E_{\rm HF}$.

The potentials form a linear space that contains the constants and $v_{\rm ext}$ and $v_H$, and we assume it to be rich: a combination of orbital products orthogonal to every potential vanishes identically. The bounded functions together with the multiples of $v_{\rm ext}$, which is unbounded at a point nucleus, form such a space. If a small auxiliary basis is used instead, ``vanishes'' must be read as ``is orthogonal to the auxiliary basis'' everywhere below. For a given set of orbitals, with $n=N(M-N)$, define
\begin{equation}
\mathcal N=\Big\{c\in\mathbb R^{n}:\ \sum_{ia}c_{ia}\,\phi_i(\mathbf r)\phi_a(\mathbf r)=0\ \text{for all }\mathbf r\Big\}.
\end{equation}
The products are linearly independent when $\mathcal N=\{0\}$. Orthogonal mixing within the occupied set or within the virtual set acts on $c$ as an orthogonal map, so $\dim\mathcal N$ depends on $P$ and the basis only.

\subsection{The OEP equation as a null-space condition}

We need the first-order change of $P_v$ under $v\to v+\delta v$. The gap makes $P_v$ a differentiable function of $V$. We work in the eigenbasis of $H$, where $P$ is the unit matrix on the occupied block and zero elsewhere. Varying $P^2=P$ gives $P\,\delta P+\delta P\,P=\delta P$. The $ij$ element reads $2\,\delta P_{ij}=\delta P_{ij}$ and the $ab$ element reads $0=\delta P_{ab}$, so only the mixed elements $\delta P_{ai}=\delta P_{ia}$ survive. Varying $[H,P]=0$ gives $[\delta V,P]+[H,\delta P]=0$. In the $ai$ element, $(\delta V P)_{ai}=\delta V_{ai}$, $(P\,\delta V)_{ai}=0$, and $[H,\delta P]_{ai}=(\varepsilon_a-\varepsilon_i)\delta P_{ai}$, which gives
\begin{equation}
\delta P_{ai}=-\frac{\delta V_{ai}}{\varepsilon_a-\varepsilon_i}.
\label{eq:dP}
\end{equation}
No denominator within a block occurs, so degenerate occupied or virtual levels are harmless. In $\operatorname{tr}(F\,\delta P)$ the $ia$ and $ai$ blocks contribute equally, and with $\delta V_{ai}=\int\delta v\,\phi_i\phi_a$,
\begin{equation}
\frac{\delta E}{\delta v(\mathbf r)}=-2\sum_{ia}z_{ia}\,\phi_i(\mathbf r)\phi_a(\mathbf r),\qquad
z_{ia}=\frac{F_{ia}}{\varepsilon_a-\varepsilon_i},
\label{eq:grad}
\end{equation}
where $F$ is built from $P_v$ and the orbitals and energies are those of $H$. A constant $\delta v$ must leave $E$ unchanged, and it does, because $\int\phi_i\phi_a=0$. The program tests \eqref{eq:grad} against central finite differences of the energy in the ten-site model; in the complete basis the largest deviation is $9.8\times10^{-11}$.

Stationarity means that \eqref{eq:grad} is orthogonal to every $\delta v$. By richness the sum vanishes, so the OEP equation is
\begin{equation}
z\in\mathcal N .
\label{eq:oep}
\end{equation}
\textbf{Result A.} If the products of the orbitals of a stationary potential are independent, then $z=0$; the denominators are finite, so $F_{ia}=0$ for all $i,a$. The matrix $F[P_v]$ then has no mixed block, $[F,P_v]=0$, and these are the HF equations. Result A yields a stationary point of the HF functional, which may be a saddle or a higher minimum, and it does not say that a stationary potential exists. Existence requires the argument from the other side.

\subsection{Which determinants a local potential can leave invariant}

Now the orbitals are those of $P_{\rm HF}$. Consider the linear map
\begin{equation}
B:\ v\mapsto b\in\mathbb R^n,\qquad b_{ia}=\int v\,\phi_i\phi_a .
\end{equation}
Its range is a subspace of $\mathbb R^n$. A vector $c$ is orthogonal to the range when $\sum c_{ia}b_{ia}=\int v\sum c_{ia}\phi_i\phi_a=0$ for all $v$, which by richness means $c\in\mathcal N$. In finite dimension a subspace is the orthogonal complement of its orthogonal complement, hence
\begin{equation}
\operatorname{range}B=\mathcal N^\perp .
\label{eq:range}
\end{equation}
Independence is thus equivalent to the statement that every array of $n$ numbers is the mixed block of some local potential. This is the sense in which ``exactly when'' is true: it holds for all targets taken together, not for the single target that exchange supplies.

Any potential can be written $v=v_{\rm ext}+v_H[P_{\rm HF}]+v_x$, which defines $v_x$. Then
\begin{equation}
H=T+V=h+J+V_x=F+\Delta,\qquad \Delta=V_x-K_x .
\label{eq:Delta}
\end{equation}
The occupied space is invariant under $H$ when $H_{ia}=0$. The HF equations give $F_{ia}=0$, so invariance means $\Delta_{ia}=0$, that is $Bv_x=k$ with $k_{ia}=\langle i|K_x|a\rangle$. By \eqref{eq:range} this has a solution if and only if $k\perp\mathcal N$. Let the columns of the matrix $Q$ be an orthonormal basis of $\mathcal N$. The compatibility condition is
\begin{equation}
g\equiv Q^{\mathsf T}k=0 .
\label{eq:compat}
\end{equation}
\textbf{Result B.} $P_{\rm HF}$ commutes with some local $H$ if and only if $g=0$. Some potential attains $E[P_v]=E_{\rm HF}$ if and only if $g=0$ and one of the solutions of $Bv_x=k$ obeys Aufbau. For sufficiency, such a solution makes $H$ block diagonal with the occupied block holding the $N$ lowest eigenvalues, so $P_v=P_{\rm HF}$. For necessity, $E[P_v]=E_{\rm HF}$ and uniqueness give $P_v=P_{\rm HF}$, so $H_{ia}=0$, so $k$ lies in the range of $B$.

Independence makes \eqref{eq:compat} empty, and so it is sufficient for invariance. It is not necessary, and two limits show this. If the interaction is switched off, $k=0$ and $g=0$ whatever $\mathcal N$ is, and $v=v_{\rm ext}$ solves both problems. If the interaction is a spin-independent contact repulsion in a closed shell, the exchange operator is itself a multiplication operator, so $k$ lies in the range of $B$ by construction.

The solution is not unique. If $Bw=0$, then $v_x+w$ gives the same invariant space. Such a $w$ changes only the occupied-occupied and virtual-virtual blocks of $H$, and therefore the eigenvalues and the gap, at no cost in energy as long as Aufbau holds. In a space of functions of infinite dimension, $n$ linear conditions leave infinitely many $w$. When the collapse occurs in such a space with finite $M$, the shape of $v_x$ is not determined by the energy, and the orbital energies are determined, up to a common shift, only if every such $w$ acts as a constant in the basis.

\subsection{Aufbau, and the route through infinity}

Equation \eqref{eq:twosite} showed that Aufbau can fail when the potential is fixed completely by the matching. It is guaranteed in the opposite extreme. Suppose that all $M(M+1)/2$ products $\phi_p\phi_q$, $p\le q$, are independent. The argument that gave \eqref{eq:range}, applied to all pairs, shows that every symmetric matrix is the matrix of a local potential. We may choose $V=1-2P_{\rm HF}-T$, so that $H=1-2P_{\rm HF}$ has eigenvalue $-1$ on the occupied space and $+1$ on the virtual space. In such a basis locality restricts nothing.

A weaker property suffices. Suppose that a local $w$ exists whose matrix is $W=1-2P_{\rm HF}$. If $g=0$, adding $sw$ to a solution lowers the occupied block by $s$ and raises the virtual block by $s$, so Aufbau holds for large $s$. If the starting potential is not a solution, the same $w$ still works in the limit. To see this we need the energy of a projector near $P_{\rm HF}$. In canonical HF orbitals, with $F_{pq}=\epsilon_p\delta_{pq}$, write $P=P_{\rm HF}+\delta$, call the mixed block $\delta_{ai}=\kappa_{ai}$, and call the diagonal blocks $Y^{o}$ and $Y^{v}$. The diagonal blocks of $P^2=P$ are
\begin{align}
(1+Y^o)^2+\kappa^{\mathsf T}\kappa&=1+Y^o &&\Rightarrow& Y^o&=-\kappa^{\mathsf T}\kappa+O(\kappa^4),\\
(Y^v)^2+\kappa\kappa^{\mathsf T}&=Y^v &&\Rightarrow& Y^v&=+\kappa\kappa^{\mathsf T}+O(\kappa^4).
\end{align}
The first line follows by expanding the square, which leaves $Y^o+(Y^o)^2+\kappa^{\mathsf T}\kappa=0$, and both are solved by iteration for small $Y$. Since $F$ is diagonal, $\operatorname{tr}(F\delta)=\sum_a\epsilon_aY^v_{aa}+\sum_i\epsilon_iY^o_{ii}$, and both $Y^v_{aa}=\sum_i\kappa_{ai}^2$ and $Y^o_{ii}=-\sum_a\kappa_{ai}^2$ run over the same squares. With $X$ the symmetric matrix that holds only the mixed blocks, \eqref{eq:exact} becomes
\begin{equation}
E[P]-E_{\rm HF}=\sum_{ia}D_{ia}\,\kappa_{ai}^2+\tfrac12X\cdot\mathcal G\cdot X+O(\kappa^3),\qquad D_{ia}=\epsilon_a-\epsilon_i .
\label{eq:second}
\end{equation}
There is no linear term, because $F_{ia}=0$.

Now take $H=H^0+sW$ with any fixed local $H^0$. Dividing by $s$ does not change eigenvectors, so we treat $W$ as the unperturbed matrix, with level spacing 2, and $H^0/s$ as the perturbation. Equation \eqref{eq:dP} gives $\kappa_{ai}=-H^0_{ai}/(2s)+O(s^{-2})$, and \eqref{eq:second} gives
\begin{equation}
E[P_{v+sw}]-E_{\rm HF}=\frac{C}{s^2}+O(s^{-3}),
\label{eq:sw}
\end{equation}
where $C\ge0$ is the quadratic form of \eqref{eq:second} evaluated at $\kappa=-H^0_{\rm vo}/2$. The infimum equals $E_{\rm HF}$ whether or not $g=0$. The two-site case at $\theta=0$ is of this kind, with $w=(-1,+1)$. In the ten-site model with $N=3$, $M=4$ such a $w$ exists, and starting from $v_x=0$ the excess energy is $3.335\times10^{-4}\,t$, $7.366\times10^{-9}\,t$ and $1.850\times10^{-9}\,t$ at $s=0$, $100\,t$ and $200\,t$. The tested ratio of the last two is $3.98$, half a percent below the limit 4, a deviation of the relative order $t/s$ that \eqref{eq:sw} allows. In that basis the products are independent, so the test covers an unmatched starting potential; the case $g\neq0$ rests on the derivation.

In a finite basis, a local potential attains the HF energy exactly when $g=0$ and a matching potential obeys Aufbau, although a gap-opening potential can bring the infimum down to $E_{\rm HF}$ even without a match. It remains to find when the two energies truly differ, to test the criterion on acetylene and a lattice, and to treat weak coupling and the complete continuum basis.
